# Angular Dispersion and Polar Coupling of Phonons in GaN-Type Wurtzite Crystals: a numerical check

```python
"""Extraordinary polar phonons of a uniaxial (wurtzite-type) crystal.

Result under test: the phonons at angle theta to the c axis solve
    eps_par(w) cos(theta)^2 + eps_perp(w) sin(theta)^2 = 0,
and their electron coupling is |M|^2 = 4 pi C / (V q^2), where
    C_LO = P2 cos(chi)^2 / (2 w_LO eps_n^2),
    C_TO = P2 sin(chi)^2 / (2 w_TO eps_n^2).
P2 is the squared polar vector p, p_i = s_i n_i,
s_i^2 = eps_inf_i (w_LO_i^2 - w_TO_i^2); eps_n = n.eps_inf.n;
chi is the mixing angle between motion along p and across p.
Arrays are ordered (parallel to c, perpendicular to c).
Internal units are Hartree atomic units.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import splu

MEV = 1000 * constants.physical_constants["Hartree energy in eV"][0]
LIGHT_SPEED = 1 / constants.fine_structure

to_mev = np.array([66.0, 70.0])
lo_mev = np.array([91.0, 92.0])
eps_inf = np.array([5.4, 5.2])
model = ((to_mev / MEV)**2, (lo_mev / MEV)**2, eps_inf)


def direction(theta):
    return np.array([np.cos(theta), np.sin(theta)])


def dielectric(w, crystal):
    to2, lo2, eps = crystal
    return eps * (lo2 - w**2) / (to2 - w**2)


def projected_dielectric(w, theta, crystal):
    return np.sum(direction(theta)**2 * dielectric(w, crystal))


def closed_form(theta, crystal):
    """Frequencies from the quadratic; couplings from the mixing angle."""
    to2, lo2, eps = crystal
    n = direction(theta)
    a = eps * n**2
    eps_n = a.sum()
    b = a[0] * (lo2[0] + to2[1]) + a[1] * (lo2[1] + to2[0])
    c = a[0] * lo2[0] * to2[1] + a[1] * lo2[1] * to2[0]
    root = np.sqrt(b**2 - 4 * eps_n * c)
    w = np.sqrt(np.array([b - root, b + root]) / (2 * eps_n))
    p = np.sqrt(eps * (lo2 - to2)) * n
    p2 = p @ p
    phi = np.arctan2(p[1], p[0])
    cp, sp = np.cos(phi), np.sin(phi)
    d_ll = to2[0] * cp**2 + to2[1] * sp**2 + p2 / eps_n
    d_tt = to2[0] * sp**2 + to2[1] * cp**2
    d_lt = (to2[1] - to2[0]) * sp * cp
    chi = 0.5 * np.arctan2(2 * d_lt, d_ll - d_tt)
    weight = np.array([np.sin(chi)**2, np.cos(chi)**2])
    coupling = p2 * weight / (2 * w * eps_n**2)
    return w, coupling, (eps_n, p2, phi, d_ll, d_tt, d_lt, chi)


def diagonalized(theta, crystal):
    """Frequencies and couplings by diagonalizing the dynamical matrix."""
    to2, lo2, eps = crystal
    n = direction(theta)
    eps_n = np.sum(eps * n**2)
    p = np.sqrt(eps * (lo2 - to2)) * n
    w2, vectors = np.linalg.eigh(np.diag(to2) + np.outer(p, p) / eps_n)
    w = np.sqrt(w2)
    return w, (p @ vectors)**2 / (2 * w * eps_n**2)


def loudon(theta, crystal):
    """First-order interpolations, ordered (quasi-TO, quasi-LO)."""
    to2, lo2, _ = crystal
    n2 = direction(theta)**2
    return np.sqrt(np.array([to2 @ n2[::-1], lo2 @ n2]))


def poisson_phonons(m_par, m_perp, crystal, points=160):
    """Obtain fields of polarization waves on a periodic grid, then phonons."""
    to2, lo2, eps = crystal
    cell, box = 300.0, 600.0
    h = box / points
    axis = np.arange(points) * h
    z, x = np.meshgrid(axis, axis, indexing="ij")
    k = 2 * np.pi / box * np.array([m_par, m_perp])
    phase = k[0] * z + k[1] * x
    second = diags([1.0, -2.0, 1.0], [-1, 0, 1],
                   shape=(points, points)).tolil()
    second[0, -1] = second[-1, 0] = 1.0
    second = second.tocsc() / h**2
    unit = identity(points, format="csc")
    operator = (eps[0] * kron(second, unit)
                + eps[1] * kron(unit, second)).tocsc()
    solver = splu(operator[1:, 1:].tocsc())  # one node fixes the constant

    def gradient(f, i):
        return (np.roll(f, -1, axis=i) - np.roll(f, 1, axis=i)) / (2 * h)

    potential = np.zeros(2)
    field = np.zeros((2, 2))
    for j in range(2):
        source = 4 * np.pi * gradient(np.cos(phase), j)
        flat = np.zeros(points**2)
        flat[1:] = solver.solve(source.ravel()[1:])
        phi = flat.reshape(points, points)
        potential[j] = 2 * np.mean(phi * np.sin(phase))
        for i in range(2):
            field[i, j] = -2 * np.mean(gradient(phi, i) * np.cos(phase))
    charge = np.sqrt(eps * (lo2 - to2) * cell / (4 * np.pi))
    matrix = np.diag(to2) - charge[:, None] * field * charge / cell
    assert np.allclose(matrix, matrix.T, rtol=1e-7, atol=1e-14)
    w2, vectors = np.linalg.eigh(matrix)
    w = np.sqrt(w2)
    amplitude = (potential * charge / cell) @ vectors / np.sqrt(2 * w)
    return w, amplitude**2 * cell * (k @ k) / (4 * np.pi)


# Poisson fields on a grid against the closed formulas.
# The second-order grid error is about 0.1 percent per derivative.
for m_par, m_perp in [(2, 1), (1, 1), (1, 2)]:
    angle = np.arctan2(m_perp, m_par)
    w_grid, c_grid = poisson_phonons(m_par, m_perp, model)
    w_formula, c_formula, _ = closed_form(angle, model)
    assert np.allclose(w_grid, w_formula, rtol=1e-3)
    assert np.allclose(c_grid, c_formula, rtol=1e-2)
    if m_par == 2:
        grid_report = (angle, w_grid, c_grid, w_formula, c_formula)

# Dielectric roots, inverse slopes, static sum rule and retardation.
q = 0.02
max_retardation = 0.0
for theta in np.radians([15, 30, 45, 60, 75]):
    w, coupling, _ = closed_form(theta, model)
    edges = [np.sqrt(model[0]), np.sqrt(model[1])]

    def retarded(freq):
        e = dielectric(freq, model)
        e_n = direction(theta)**2 @ e
        return e_n * (q * LIGHT_SPEED)**2 - freq**2 * e[0] * e[1]

    for branch in range(2):
        low, high = edges[branch]
        low, high = low * (1 + 1e-9), high * (1 - 1e-9)
        root = brentq(lambda f: projected_dielectric(f, theta, model),
                      low, high, xtol=1e-16, rtol=1e-13)
        assert np.isclose(root, w[branch], rtol=1e-10)
        step = 1e-6 * root
        slope = (projected_dielectric(root + step, theta, model)
                 - projected_dielectric(root - step, theta, model)) / (2 * step)
        assert np.isclose(1 / slope, coupling[branch], rtol=1e-5)
        full = brentq(retarded, low, high, xtol=1e-16, rtol=1e-13)
        max_retardation = max(max_retardation, abs(full - root))
    static_difference = (1 / np.sum(eps_inf * direction(theta)**2)
                         - 1 / projected_dielectric(0.0, theta, model))
    assert np.isclose(np.sum(2 * coupling / w), static_difference, rtol=1e-10)
assert max_retardation * MEV < 1e-2

# On either axis the upper branch has the usual Froehlich coupling.
eps_static = dielectric(0.0, model)
for i, theta in enumerate([0.0, np.pi / 2]):
    w, coupling, _ = closed_form(theta, model)
    froehlich = 0.5 * np.sqrt(model[1][i]) * (1 / eps_inf[i] - 1 / eps_static[i])
    assert np.isclose(coupling[1], froehlich, rtol=1e-10)
    assert coupling[0] < 1e-12 * coupling[1]


def scaled_anisotropy(scale):
    return tuple(v.mean() + scale * (v - v.mean()) for v in model)


angles = np.radians(np.linspace(0, 90, 181))


def loudon_error(crystal):
    return np.max([np.abs(diagonalized(t, crystal)[0] - loudon(t, crystal))
                   for t in angles], axis=0)


# Halving a small anisotropy should reduce a second-order error fourfold.
error_ratio = (loudon_error(scaled_anisotropy(1 / 16))
               / loudon_error(scaled_anisotropy(1 / 32)))
assert np.all((error_ratio > 3.7) & (error_ratio < 4.3))

# Only unequal TO frequencies give the lower branch a long-range coupling.
equal_to = (np.full(2, model[0].mean()), model[1], eps_inf)
equal_lo = (model[0], np.full(2, model[1].mean()), eps_inf)
for t in np.radians([20, 45, 70]):
    c_equal_to = diagonalized(t, equal_to)[1]
    c_equal_lo = diagonalized(t, equal_lo)[1]
    assert c_equal_to[0] < 1e-12 * c_equal_to[1]
    assert c_equal_lo[0] > 1e-3 * c_equal_lo[1]


def weak_to_coupling(theta, crystal):
    to2, lo2, eps = crystal
    p2 = np.sum(eps * (lo2 - to2) * direction(theta)**2)
    return ((to2[1] - to2[0])**2 * np.sin(2 * theta)**2
            / (8 * loudon(theta, crystal)[0] * p2))


weak = scaled_anisotropy(1 / 64)
for t in np.radians([30, 45, 60]):
    assert np.isclose(weak_to_coupling(t, weak), diagonalized(t, weak)[1][0],
                      rtol=1e-2)

# Strongest quasi-TO coupling and averages over all directions.
peak = minimize_scalar(lambda t: -closed_form(t, model)[1][0] * MEV,
                       bounds=(0, np.pi / 2), method="bounded",
                       options={"xatol": 1e-8})
nodes, weights = np.polynomial.legendre.leggauss(40)
average = sum(0.5 * wt * closed_form(np.arccos(0.5 * (u + 1)), model)[1]
              for u, wt in zip(nodes, weights))

print("Inputs, ordered (parallel, perpendicular) to c")
print("TO energies (meV):", to_mev)
print("LO energies (meV):", lo_mev)
print("eps_inf (dimensionless):", eps_inf)
print("static eps (dimensionless):", np.round(eps_static, 4))
print("s_i^2 (meV^2):", np.round(eps_inf * (lo_mev**2 - to_mev**2), 1))
print("Table: angle in deg; all other columns in meV")
print("angle   w_TO    w_LO   Loudon_TO Loudon_LO   C_TO     C_LO")
for degree in range(0, 91, 15):
    t = np.radians(degree)
    w, coupling, _ = closed_form(t, model)
    approx = loudon(t, model) * MEV
    print(f"{degree:3d}  {w[0]*MEV:7.3f} {w[1]*MEV:7.3f}"
          f"  {approx[0]:7.3f}  {approx[1]:7.3f}"
          f"  {coupling[0]*MEV:8.5f} {coupling[1]*MEV:8.5f}")
w, coupling, (eps_n, p2, phi, dll, dtt, dlt, chi) = closed_form(np.pi / 4, model)
print("Details at 45 deg")
print(f"eps_inf(n) = {eps_n:.4f} (dimensionless)")
print(f"p^2 = {p2*MEV**2:.2f} meV^2")
print(f"p^2/eps_inf(n) = {p2/eps_n*MEV**2:.2f} meV^2")
print(f"phi = {np.degrees(phi):.3f} deg; chi = {np.degrees(chi):.3f} deg")
print(f"D_ll = {dll*MEV**2:.2f} meV^2")
print(f"D_tt = {dtt*MEV**2:.2f} meV^2")
print(f"D_lt = {dlt*MEV**2:.2f} meV^2")
print(f"C_TO/C_LO = {100*coupling[0]/coupling[1]:.3f} percent")
print(f"weak-anisotropy C_TO = {weak_to_coupling(np.pi/4, model)*MEV:.5f} meV")
print(f"sum of 2C/w = {np.sum(2*coupling/w):.6f} (dimensionless)")
cell_volume = 300.0
g = np.sqrt(4 * np.pi * coupling / (cell_volume * q**2))
print(f"cell volume = {cell_volume:.0f} bohr^3; q = {q:.2f} bohr^-1")
print(f"|g_TO| = {g[0]:.5f} Ha = {g[0]*MEV/1000:.4f} eV")
print(f"|g_LO| = {g[1]:.5f} Ha = {g[1]*MEV/1000:.4f} eV")
print("Over all angles")
print(f"largest C_TO = {-peak.fun:.5f} meV at {np.degrees(peak.x):.2f} deg")
print(f"sphere averages C_TO, C_LO = {average[0]*MEV:.5f},"
      f" {average[1]*MEV:.5f} meV")
print(f"quasi-TO share of averaged C = {100*average[0]/average.sum():.3f} percent")
errors = loudon_error(model) * MEV
print(f"largest Loudon error TO, LO = {errors[0]:.4f}, {errors[1]:.4f} meV")
print("error ratios on halving anisotropy (TO, LO):", np.round(error_ratio, 3))
light_q = np.sqrt(model[1][1] * eps_inf[1]) / LIGHT_SPEED
print(f"light wavevector at 92 meV, using eps_inf = {light_q:.3e} bohr^-1")
print(f"largest retardation shift, 15-75 deg = {max_retardation*MEV:.2e} meV")
angle, wg, cg, wf, cf = grid_report
print(f"Poisson-grid check at {np.degrees(angle):.3f} deg (TO, LO)")
print("grid w (meV):", np.round(wg * MEV, 4), " formula:", np.round(wf * MEV, 4))
print("grid C (meV):", np.round(cg * MEV, 5), " formula:", np.round(cf * MEV, 5))
print("OK")
```

It prints:

```
Inputs, ordered (parallel, perpendicular) to c
TO energies (meV): [66. 70.]
LO energies (meV): [91. 92.]
eps_inf (dimensionless): [5.4 5.2]
static eps (dimensionless): [10.2657  8.9822]
s_i^2 (meV^2): [21195.  18532.8]
Table: angle in deg; all other columns in meV
angle   w_TO    w_LO   Loudon_TO Loudon_LO   C_TO     C_LO
  0   70.000  91.000   70.000   91.000   0.00000  3.99369
 15   69.736  91.075   69.739   91.067   0.00726  3.97099
 30   69.012  91.272   69.022   91.251   0.02120  3.91315
 45   68.018  91.528   68.029   91.501   0.02736  3.84270
 60   67.015  91.770   67.022   91.751   0.01997  3.78043
 75   66.273  91.940   66.275   91.933   0.00654  3.73920
 90   66.000  92.000   66.000   92.000   0.00000  3.72492
Details at 45 deg
eps_inf(n) = 5.3000 (dimensionless)
p^2 = 19863.90 meV^2
p^2/eps_inf(n) = 3747.91 meV^2
phi = 43.079 deg; chi = 4.160 deg
D_ll = 8357.68 meV^2
D_tt = 4646.23 meV^2
D_lt = 271.39 meV^2
C_TO/C_LO = 0.712 percent
weak-anisotropy C_TO = 0.02737 meV
sum of 2C/w = 0.084772 (dimensionless)
cell volume = 300 bohr^3; q = 0.02 bohr^-1
|g_TO| = 0.01026 Ha = 0.2792 eV
|g_LO| = 0.12161 Ha = 3.3091 eV
Over all angles
largest C_TO = 0.02738 meV at 44.14 deg
sphere averages C_TO, C_LO = 0.01451, 3.80578 meV
quasi-TO share of averaged C = 0.380 percent
largest Loudon error TO, LO = 0.0114, 0.0269 meV
error ratios on halving anisotropy (TO, LO): [4. 4.]
light wavevector at 92 meV, using eps_inf = 5.626e-05 bohr^-1
largest retardation shift, 15-75 deg = 1.25e-04 meV
Poisson-grid check at 26.565 deg (TO, LO)
grid w (meV): [69.209  91.1916]  formula: [69.2101 91.2191]
grid C (meV): [0.01827 3.92597]  formula: [0.01822 3.92838]
OK
```
